# Finite Contact Velocities and the S-Shaped Curve of Organic Solar Cells

## 1. Which boundary condition to use

A drift-diffusion calculation of a solar cell needs a decision at each electrode: fix the carrier density at its equilibrium value, or let it float and prescribe a surface recombination velocity $S$. The first choice is simpler, but it assumes that the contact removes every arriving carrier without delay. If a measured curve bends because holes leave slowly, a fit with fixed densities may wrongly blame the mobility or the bulk recombination instead.

The decision rests on comparing two currents,

$$J_{\rm inj}=qSp_{\rm eq},\qquad J_{\rm ph}=qGL. \tag{1}$$

Here $p_{\rm eq}$ is the equilibrium hole density at the hole contact, $G$ the generation rate and $L$ the thickness. For the power-producing part of the curve, a fixed hole density is adequate when $J_{\rm inj}\gg J_{\rm ph}$; larger forward currents need a larger $J_{\rm inj}$. When $J_{\rm inj}\ll J_{\rm ph}$, electrons cannot escape through the hole contact, and transport is good enough for the cell to deliver a current well above $J_{\rm inj}$, the power-producing part of the curve becomes S-shaped. With very poor transport the bend fades: in the example of Section 6 with $S=0.1$ cm/s it is barely present at a mobility of $10^{-5}$ cm²/Vs and absent at $10^{-6}$ cm²/Vs, where the short-circuit current itself falls below $J_{\rm inj}$.

## 2. Model and signs

The blend is treated as one undoped semiconductor between an anode at $x=0$ and a cathode at $x=L$. Carriers obey Boltzmann statistics and have equal constant mobility $\mu$, with $D=\mu V_T$ and $V_T=k_BT/q$. The applied voltage $V$ is the anode bias, and current along $+x$ is positive, so a cell delivering power has $V>0$ and $J<0$. With potential $\phi$ and permittivity $\varepsilon$,

$$\phi''=-\frac q\varepsilon(p-n),\quad J_p=-q\mu(p\phi'+V_Tp'),\quad J_n=q\mu(-n\phi'+V_Tn'),$$

$$J_p'=q(G-R),\qquad J_n'=-q(G-R),\qquad R=k(np-n_i^2). \tag{2}$$

The continuity equations differ in sign because electrons carry negative charge. Their sum gives $J_p+J_n=J$, independent of $x$.

Holes leaving at the anode move along $-x$. Electrons leaving there also move along $-x$, but carry current along $+x$. Hence

$$J_p(0)=-qS\,[p(0)-p_{\rm eq}],\qquad J_n(0)=qS_n[n(0)-n_{\rm eq}]. \tag{3}$$

At the cathode both signs reverse. Unless stated otherwise, minority carriers are blocked: $J_n(0)=0$ and $J_p(L)=0$. The cathode extracts electrons at a fast velocity, held fixed throughout.

The metals fix the potential difference, $\phi(L)-\phi(0)=V_{\rm bi}-V$. At zero bias in the dark the Fermi level is flat, so $p_{\rm eq}$ at the anode and the cathode electron density $n_c$ are related by

$$V_{\rm bi}=V_T\ln\frac{p_{\rm eq}n_c}{n_i^2}. \tag{4}$$

## 3. The current between two nodes

On an interval of width $h$, take the current and the field as constant. Let $\Delta=(\phi_{i+1}-\phi_i)/V_T$, and measure $x$ from the left node. The hole equation is

$$p'+\frac\Delta h p=-\frac{J_p}{qD}.$$

Multiplication by $e^{\Delta x/h}$ makes the left side a derivative:

$$\left(p\,e^{\Delta x/h}\right)'=-\frac{J_p}{qD}e^{\Delta x/h}.$$

Integration from $0$ to $h$ gives

$$p_{i+1}e^\Delta-p_i=-\frac{J_ph}{qD}\,\frac{e^\Delta-1}{\Delta}.$$

Define $B(z)=z/(e^z-1)$, for which $B(z)e^z=B(-z)$. Solving for the current,

$$J_p=\frac{qD}{h}\,[B(\Delta)p_i-B(-\Delta)p_{i+1}]. \tag{5}$$

For electrons $n'-(\Delta/h)n=J_n/(qD)$, and the multiplier is $e^{-\Delta x/h}$:

$$n_{i+1}e^{-\Delta}-n_i=\frac{J_nh}{qD}\,\frac{1-e^{-\Delta}}{\Delta}.$$

Since $\Delta/(1-e^{-\Delta})=B(-\Delta)$ and $B(-\Delta)e^{-\Delta}=B(\Delta)$,

$$J_n=\frac{qD}{h}\,[B(\Delta)n_{i+1}-B(-\Delta)n_i]. \tag{6}$$

These are the Scharfetter-Gummel currents. For $\Delta\to0$ both reduce to diffusion. For large positive $\Delta$, (5) tends to $-qD\Delta p_{i+1}/h$, which is drift of holes arriving from the right. A central difference would instead give $p_i$ the weight $1-\Delta/2$, which is negative for $\Delta>2$. The weights $B(\pm\Delta)$ are positive for every $\Delta$.

### Truncation error

Two assumptions were made, and each has a computable cost. Let $s$ be the distance from the interval's midpoint.

If the current varies as $J_p(s)=J_m+J_p's$, the integration returns its average with weight $e^{\Delta s/h}$. For small $\Delta$ the mean of $s$ is

$$\frac1h\int_{-h/2}^{h/2}s\left(1+\frac{\Delta s}{h}\right)ds=\frac{h\Delta}{12},$$

so the error is $q(G-R)h\Delta/12$. It is of second order, because $\Delta$ is itself proportional to $h$.

If the field varies, the true potential differs from the straight line by $\tfrac12\phi''(s^2-h^2/4)$, which vanishes at both nodes. Its average is $\tfrac12\phi''(h^2/12-h^2/4)=-\phi''h^2/12$. The true integral of $e^{\phi/V_T}$ therefore differs from that of the straight line by a relative amount $-\phi''h^2/(12V_T)$ at leading order. Since the current is inversely proportional to this integral, the computed current exceeds the true one by the same fraction. Where holes dominate, $\phi''=-qp/\varepsilon$, and the relative error becomes

$$\frac{h^2}{12\lambda_D^2},\qquad \lambda_D=\sqrt{\frac{\varepsilon V_T}{qp}}. \tag{7}$$

The mesh must therefore resolve the Debye length $\lambda_D$ of the piled-up holes. The nodes $x_i=\tfrac L2[1-\cos(\pi i/N)]$ do this cheaply. For $L=100$ nm and $N=200$, the first interval is 0.006 nm and the central ones about 0.8 nm.

## 4. Assembling and solving the equations

Let $c_i$ be half the sum of the intervals adjoining node $i$, with one half-interval at an electrode. Integrating (2) over this cell gives, for an interior node,

$$J_{p,i+1/2}-J_{p,i-1/2}=qc_i(G-R_i),$$
$$J_{n,i+1/2}-J_{n,i-1/2}=-qc_i(G-R_i),$$
$$\frac{\phi_{i+1}-\phi_i}{h_i}-\frac{\phi_i-\phi_{i-1}}{h_{i-1}}+\frac{qc_i}\varepsilon(p_i-n_i)=0. \tag{8}$$

At the anode the missing left current is supplied by (3):

$$J_{p,1/2}+qS(p_0-p_{\rm eq})=qc_0(G-R_0). \tag{9}$$

A large $S$ pins $p_0$ to $p_{\rm eq}$, and $S=0$ gives an insulating wall, so one equation covers the whole range.

All three unknowns per node are solved together by Newton's method. The derivative of $B$ is

$$B'(z)=\frac1{e^z-1}-\frac{ze^z}{(e^z-1)^2}=\frac{B(z)[1-B(-z)]}{z}. \tag{10}$$

The bracket loses digits by cancellation near $z=0$. For $|z|<10^{-3}$ one uses $B\simeq1-z/2+z^2/12$ and $B'\simeq-1/2+z/6$. From (5), the derivative of the hole current with respect to $\Delta$ is $(qD/h)[B'(\Delta)p_i+B'(-\Delta)p_{i+1}]$; the plus sign comes from differentiating $B(-\Delta)$. Each node couples to its two neighbours, so the matrix is banded.

The procedure is:

1. Choose a voltage near open circuit. Solve Poisson's equation with flat quasi-Fermi levels for a starting state.
2. Take Newton steps on (8) and (9). Scale the step if the potential would change by more than $3V_T$, and replace any non-positive density by a tenth of its old value.
3. Move outward in steps of 10 mV, each time starting from the previous solution. Halve a step that fails.
4. If electrons may leave at the anode, raise $S_n$ gradually at the first voltage.

The current is best read from an interior interval. Reading it from (3) subtracts two nearly equal densities when $S$ is large, which magnifies rounding error by about $J_{\rm inj}/|J|$.

## 5. The slow contact as a counter-diode

With electrons blocked at the anode, $J=J_p(0)$. Define the contact voltage by the jump in the hole quasi-Fermi level,

$$V_c=-V_T\ln\frac{p(0)}{p_{\rm eq}}. \tag{11}$$

Inserting $p(0)=p_{\rm eq}e^{-V_c/V_T}$ into (3) gives

$$J=J_{\rm inj}\left(1-e^{-V_c/V_T}\right),\qquad V_c=-V_T\ln\left(1-\frac J{J_{\rm inj}}\right). \tag{12}$$

This is a diode facing the opposite way to the cell. In forward bias the current cannot exceed $J_{\rm inj}$, because $p(0)$ cannot be negative. During extraction holes pile up until they leave fast enough. For $|J|\ll J_{\rm inj}$ the contact is a resistance $V_T/J_{\rm inj}$. For $-J\gg J_{\rm inj}$ it costs $V_T\ln(|J|/J_{\rm inj})$, which grows slowly with current.

The rest of the cell can be separated exactly. Imagine an ideal contact, $S\to\infty$, whose equilibrium density equals the piled-up value $p(0)$. By (4) and (11) its built-in voltage is $V_{\rm bi}-V_c$. At bias $V-V_c$ it has the same potential difference, $V_{\rm bi}-V$, and the same surface density as the slow device. The equations and remaining boundary conditions are also the same, so it carries the same current. Writing $V_{\rm id}(J;p_s)$ for the voltage of an ideal-contact cell with surface density $p_s$,

$$V(J)=V_{\rm id}(J;p(0))+V_c(J). \tag{13}$$

Replacing $p(0)$ by $p_{\rm eq}$ in the first term gives the simple series circuit. That step is an approximation, since the pile-up also changes the field and recombination inside.

### Open circuit

For uniform $G$ and blocked minorities, try flat quasi-Fermi levels:

$$p=p_{\rm eq}e^{-[\phi-\phi(0)]/V_T},\qquad n=n_ce^{[\phi-\phi(L)]/V_T}.$$

Both currents vanish. The product is $np=p_{\rm eq}n_ce^{(V-V_{\rm bi})/V_T}=n_i^2e^{V/V_T}$ by (4), the same everywhere. Continuity then requires $R=G$, or

$$V_{oc}=V_T\ln\left(1+\frac G{kn_i^2}\right). \tag{14}$$

Neither $S$, the barriers nor the mobility appears. Slow extraction alone does not lower $V_{oc}$ under these conditions. The discrete equations share the result: (5) vanishes when $p_{i+1}/p_i=B(\Delta)/B(-\Delta)=e^{-\Delta}$, which is the flat-level profile, so the mesh adds no error to $V_{oc}$.

Because $V_{\rm id}(0;p_s)=V_{oc}$ for every $p_s$, the change of surface density contributes nothing to the slope of (13) at $J=0$. Therefore

$$\left.\frac{dV}{dJ}\right|_{oc}=\left.\frac{dV_{\rm id}}{dJ}\right|_{oc}+\frac{V_T}{J_{\rm inj}}. \tag{15}$$

### The inflection

Suppose transport is so easy that the levels stay flat inside the cell. Integrating $J_p'$ across it gives $J=qL(R-G)$, with $R=kn_i^2(e^{V/V_T}-1)$. Neglecting the dark saturation current beside $J_{\rm ph}$, one finds $V_{\rm id}=V_{oc}+V_T\ln(1+J/J_{\rm ph})$. The series circuit is then

$$V=V_{oc}+V_T\ln\left(1+\frac J{J_{\rm ph}}\right)-V_T\ln\left(1-\frac J{J_{\rm inj}}\right), \tag{16}$$

$$\frac{dV}{dJ}=\frac{V_T}{J+J_{\rm ph}}+\frac{V_T}{J_{\rm inj}-J},\qquad \frac{d^2V}{dJ^2}=-\frac{V_T}{(J+J_{\rm ph})^2}+\frac{V_T}{(J_{\rm inj}-J)^2}.$$

Both denominators are positive before squaring, so the second derivative vanishes when $J+J_{\rm ph}=J_{\rm inj}-J$:

$$J_*=\frac{J_{\rm inj}-J_{\rm ph}}2. \tag{17}$$

The curve $J(V)$ is steepest there. The inflection lies at negative current if $J_{\rm inj}<J_{\rm ph}$. Inserting (17) in (16) places it at $V_*=V_{oc}-V_T\ln(J_{\rm ph}/J_{\rm inj})$.

## 6. A computed organic cell

The example has $L=100$ nm, $T=300$ K, a gap of 1.3 eV, relative permittivity 3.5 and $10^{20}$ states per cm³ in each band. The other inputs are $\mu=10^{-3}$ cm²/Vs, $k=10^{-11}$ cm³/s, $G=5\times10^{21}$ cm⁻³s⁻¹, and barriers of 0.2 eV at the anode and 0.1 eV at the cathode.

The anode barrier gives $p_{\rm eq}=4.37\times10^{16}$ cm⁻³, and (1) gives $J_{\rm ph}=8.01$ mA/cm². The two currents in (1) are equal at

$$S=\frac{GL}{p_{\rm eq}}=\frac{5\times10^{16}}{4.367\times10^{16}}\ \text{cm/s}=1.145\ \text{cm/s}.$$

With $n_i^2=1.449\times10^{18}$ cm⁻⁶, (14) gives $V_{oc}=25.852\ \text{mV}\times\ln(3.45\times10^{14})=0.8654$ V. The solver finds this value for both $S=10^5$ and $S=0.01$ cm/s.

Changing $S$ alone gives:

| $S$ (cm/s) | $J_{\rm inj}$ (mA/cm²) | Fill factor | Steepest point (mA/cm²) |
|---|---|---|---|
| $10^5$ | $7.0\times10^5$ | 0.826 | at $V_{oc}$ |
| 10 | 70 | 0.823 | at $V_{oc}$ |
| 1 | 7.0 | 0.807 | −0.13 to −0.16 |
| 0.1 | 0.70 | 0.759 | −3.36 |
| 0.01 | 0.070 | 0.697 | −3.69 |

The steepest point was sought between short and open circuit. It is at open circuit for $S=10$ cm/s and inside the power quadrant for $S=1$ cm/s, which brackets the value 1.145 cm/s predicted by (17); in the full model the inflection crosses open circuit at about 1.04 cm/s. For $S=1$ cm/s the maximum of the slope is very flat and lies within about 2 mV of $V_{oc}$, so its current shifts by about 0.03 mA/cm² with the way the slope is evaluated. For the two slowest contacts (17) gives −3.66 and −3.97 mA/cm², about 0.3 mA/cm² too negative. The estimate leaves out transport losses inside the cell; their share in this difference was not computed.

For $S=0.01$ cm/s the short-circuit current is 7.99 mA/cm², almost that of the fast contact, 8.00. At 0.75 V the slow cell delivers 3.10 mA/cm² and the fast one 7.62. The estimate $V_*=0.743$ V falls in this steep region. Beyond it the slow curve flattens, crosses zero at $V_{oc}$, and reaches 0.0699 mA/cm² at 1.05 V, which is 99.9% of $J_{\rm inj}$.

The flat tail can be checked by hand at 0.80 V, which is 65.4 mV below $V_{oc}$. The fast cell has a slope of 4.58 Ω cm² at open circuit, so at the computed current of 0.705 mA/cm² it accounts for about 3 mV. The contact takes the remaining 62 mV, and (12) gives $J=0.06996\,(1-e^{62/25.85})=-0.70$ mA/cm², which agrees with the computed current to about 1%.

At 0.70 V, $p(0)=3.86\times10^{18}$ cm⁻³ and $V_c=-115.8$ mV. A separate calculation with a fast contact of that equilibrium density, at 0.8158 V, reproduces the current to a relative $2\times10^{-8}$, as (13) requires. The simpler series circuit, with the original fast curve, errs by at most 2.1 mV at those computed voltages (10 mV apart) where the current lies between $-0.8J_{\rm ph}$ and zero.

### Numerical error

At 0.75 V with $S=0.01$ cm/s, refining from 101 to 201 nodes changes the current by a relative $7.7\times10^{-6}$, and from 201 to 401 by $1.9\times10^{-6}$. The ratio of about four agrees with second order. An independent collocation solution for $S=0.1$ cm/s at 0.78 V gives −4.82584 mA/cm², equal to the present solver in all digits shown.

The resistance added at open circuit is 369.43 Ω cm², against 369.52 from (15). This gap comes from the difference formula used for the slope. A step $\delta=1$ mV on either side of an exponential overestimates its slope by a relative $\delta^2/(6V_T^2)=2.5\times10^{-4}$, and so lowers the resistance by 0.09 Ω cm².

## 7. When electrons escape at the anode

Now let electrons leave at the anode with $S_n=10^5$ cm/s. The counter-diode law holds for the hole current alone:

$$J-J_n(0)=J_{\rm inj}\left(1-e^{-V_c/V_T}\right). \tag{18}$$

At open circuit the hole and electron currents at the anode cancel. The leak $J_n(0)>0$ needs an equal extraction of holes, so holes pile up even though no net current flows. The open-circuit voltage falls to 0.822 V with a fast hole contact and to 0.756 V with $S=0.01$ cm/s. Slow extraction therefore lowers $V_{oc}$ here.

The forward limit also disappears: the slow device carries 117 mA/cm² at 1.20 V, far above $J_{\rm inj}$. Its tabulated slope rises throughout, with no sign of an inflection. A leak this fast bypasses the hole contact and removes the S-shape. The S-shape found above thus depends on both slow holes and blocked electrons; leaks of intermediate speed were not computed.

## 8. Real cells and the limits of the model

Organic blends are often about 100 nm thick. The chosen mobility is towards the high end for such materials, and $k$ is only about 1% of the Langevin coefficient $2q\mu/\varepsilon$, a strong suppression. The mobility matters for the shape of the curve: at $10^{-4}$ cm²/Vs, with all other inputs unchanged, the fill factor for $S=0.01$ cm/s falls from 0.697 to 0.53 and the steepest point moves to −2.6 mA/cm². Estimate (17), which assumes easy transport, is then only a rough guide. Many modern cells deliver a larger photocurrent than the one used here, which raises the critical $S$ in proportion if $p_{\rm eq}$ is the same. A value of 0.01 cm/s stands for a badly obstructed contact. Energy barriers inside a transport layer are another possible cause of a bent curve, so its shape alone does not establish $S$.

One weak assumption is a continuous medium at the electrode. At short circuit the slow contact holds $5.0\times10^{18}$ cm⁻³, with a Debye length of 1.0 nm, about the size of a molecule. The image energy of a charge 1 nm from the metal is 103 meV. If it simply lowered the hole energy at the surface, $p_{\rm eq}$ would rise by $e^{103/25.9}\approx50$, and the critical $S$ would fall by that factor. Gaussian disorder of 60 meV shifts the effective level by 70 meV in the limit of low density, a factor of about 15; with the 0.2 eV barrier used here, partial filling of the tail reduces the factor to about 12. At the much higher piled-up density the filling is stronger, so in a disordered blend the logarithm in (12) is only approximate. The density $p_{\rm eq}$ and the velocity $S$ are therefore effective parameters; their product in $J_{\rm inj}$ is better determined than either one.

Some other effects were estimated and are smaller. Filling of a single level of $10^{20}$ cm⁻³ shifts the energy of the piled-up holes at short circuit by 1.3 meV, and that of the electrons in the slow cell at 1.05 V by up to 4 meV. A series resistance of 1 Ω cm² costs 8 mV at $J_{\rm ph}$, though it would matter greatly at the fast cell's large forward currents. Warming to 330 K at fixed $S$ and barrier doubles $J_{\rm inj}$. A generation profile $G[1+0.5\cos(2\pi x/L)]$ changes the slow cell's $V_{oc}$ by 0.3 mV and its fill factor from 0.697 to 0.694.

The blocked-contact curves stop at 1.05 V for a physical reason. In the slow cell the electron level is nearly flat in forward bias, so the density at the anode is about $n_ce^{(V-V_{\rm bi})/V_T}$. With $n_c=2.09\times10^{18}$ cm⁻³ and $V_{\rm bi}=1.00$ V it would reach the full $10^{20}$ cm⁻³ near 1.10 V, where Boltzmann statistics fail. The remaining values are in the numerical output.

## Numbers as computed

```
temperature 300 K, thermal voltage 25.852 mV
thickness 100 nm, gap 1.3 eV, permittivity 3.5
states 1e+20 cm^-3, mobility 1e-03 cm2/Vs
G 5e+21 cm^-3 s^-1, k 1e-11 cm3/s
k / Langevin coefficient 0.0097
barriers anode 0.20 eV, cathode 0.10 eV
built-in voltage 1.0000 V
ni^2 1.449e+18 cm^-6
anode p_eq 4.367e+16 cm^-3, cathode n_eq 2.090e+18 cm^-3
photocurrent limit qGL 8.0109 mA/cm2
S at which J_inj = qGL: 1.145 cm/s
Voc formula 0.865396 V
Voc solver fast 0.865396 V, slow 0.865396 V
S cm/s | J_inj mA/cm2 | fill factor | J steepest up to Voc mA/cm2
1e+05 | 6.996e+05 | 0.8260 | 0.000
10 | 69.96 | 0.8234 | -0.000
1 | 6.996 | 0.8069 | -0.157
0.1 | 0.6996 | 0.7593 | -3.363
0.01 | 0.06996 | 0.6972 | -3.686
inflection estimate S=0.1: -3.656 mA/cm2
inflection estimate S=0.01: -3.970 mA/cm2
V | J fast | J S=0.01 | J S=0.01 with electron leak (mA/cm2)
0.00 | -8.0012 | -7.9882 | -7.8589
0.40 | -7.9834 | -7.9448 | -7.7675
0.60 | -7.9426 | -7.7616 | -7.5038
0.70 | -7.8413 | -6.1083 | -5.3074
0.75 | -7.6178 | -3.0960 | -0.6967
0.80 | -6.7038 | -0.7050 | 5.8610
0.85 | -2.7715 | -0.0557 | 13.7394
0.90 | 11.7742 | 0.0514 | 23.8631
0.95 | 53.2983 | 0.0673 | 35.9588
1.00 | 144.4381 | 0.0696 | 49.4625
1.05 | 306.8678 | 0.0699 | 64.1831
leaky slow contact: J at 1.20 V 116.635 mA/cm2
Voc with leak: fast 0.8220 V, slow 0.7557 V
dV/dJ at Voc: fast 4.582, slow 374.01 ohm cm2
added 369.43, formula VT/J_inj 369.52 ohm cm2
slow J(1.05 V)/J_inj 0.99917
mapping at 0.70 V: p(0) 3.856e+18 cm^-3, V-Vc 0.8158 V
mapping relative current error 2.2e-08
voltage sum: largest error 2.07 mV, largest |Vc| 115.8 mV
S=0.1, 0.78 V: solver -4.82584, collocation -4.82584 mA/cm2
grid change 101-201 7.7e-06, 201-401 1.9e-06
current spread over x / qGL 1.3e-09
slow contact at 0 V: p(0) 5.029e+18 cm^-3, Debye 1.00 nm
neglected: state filling 1.33 meV
neglected: image energy at 1 nm 102.9 meV
neglected: 60 meV disorder, level shift 69.6 meV
neglected: 1 ohm cm2 in series 8.01 mV
neglected: J_inj factor at 330 K, fixed S 2.020
uneven generation (50%): Voc 0.8657 V, fill factor 0.6935
```
